# A Larger Supercell Does Not Cure a Wrong Host Lattice Constant

Put one germanium atom into silicon, use a host lattice constant that is 0.7 % too small, and enlarge the supercell until the energy stops changing. In the model treated below, the solution energy settles at 0.0591 eV. The correct value for the same model is 0.0269 eV. The convergence curve gives no warning: between 1000 and 1728 atoms the wrong result moves by only 0.00002 eV. It has converged to the energy of a defect in a compressed crystal.

## The belief and its appeal

The belief is that a small error in the lattice constant is one more finite-size error. A defect is local, so in a large enough cell its surroundings should become bulk-like and the error should fade.

Two true facts support this. First, the interaction of a defect with its periodic images does fade with cell size. Second, if the cell is allowed to relax, the strain that one defect produces in it falls as the inverse of the volume.

A wrong lattice constant is different because it imposes a strain instead of resulting from one. Let the correct constant be $a_0$ and the one used $a_0(1+e)$. A cell with $n$ lattice constants along its edge has an edge error $\Delta L=n a_0e$, which grows with the cell. The strain $\Delta L/(na_0)=e$ stays fixed. Had the edge error $\Delta L$ been held fixed instead, the strain would have fallen as $1/n$, and the belief would have been right.

## The energy and its derivative

Let $\varepsilon_{ij}$ be a small symmetric strain of the host, measured from the equilibrium crystal of the energy model in use. Equilibrium here does not mean the measured lattice constant. Atomic units are used in the algebra; the formulas contain no unit-dependent constants, so the numbers can be inserted in eV and Å.

For a supercell of volume $V$ define

$$E_f(\varepsilon,V)=E_{\rm def}(\varepsilon,V)-E_{\rm bulk}(\varepsilon,V)-\sum_s n_s\mu_s .$$

Here $n_s$ is the number of atoms of species $s$ added, negative for atoms removed. The chemical potentials $\mu_s$ are held fixed. Both energies belong to the same strain and the same size. The defect is neutral, localized, and stays in one relaxed configuration as the strain changes.

Write the atomic positions as

$$\mathbf r_i=(1+\varepsilon)\mathbf R_i+\mathbf u_i,$$

with periodic displacements $\mathbf u_i$. The relaxed energy is $E(\varepsilon)=\mathcal E(\varepsilon,u^*(\varepsilon))$, where $u^*$ makes all forces vanish. The chain rule gives

$$\frac{dE}{d\varepsilon_{ij}}=\frac{\partial\mathcal E}{\partial\varepsilon_{ij}}+\sum_k\frac{\partial\mathcal E}{\partial\mathbf u_k}\cdot\frac{d\mathbf u_k^*}{d\varepsilon_{ij}}=\frac{\partial\mathcal E}{\partial\varepsilon_{ij}} .$$

The sum is zero because each force is zero. The remaining derivative is the virial, and can be obtained from one relaxed structure. At $\varepsilon=0$ it is the volume times the stress, with tension counted positive. At an isotropic strain $e$, the current volume times the stress must be divided by $1+e$, because the strain is measured from the equilibrium crystal. Define the dipole tensor from the excess over bulk:

$$P_{ij}(\varepsilon,V)=-\frac{\partial}{\partial\varepsilon_{ij}}\left[E_{\rm def}(\varepsilon,V)-E_{\rm bulk}(\varepsilon,V)\right].$$

With this sign, a defect that pushes its surroundings outward has a positive trace of $P$: stretching the host lowers its energy.

Now apply the strain gradually, as $s\varepsilon$ with $s$ running from 0 to 1. Since the chemical potentials are fixed,

$$\frac{d}{ds}E_f(s\varepsilon,V)=-P_{ij}(s\varepsilon,V)\,\varepsilon_{ij},$$

with repeated indices summed. Integration gives

$$E_f(\varepsilon,V)-E_f(0,V)=-\int_0^1P_{ij}(s\varepsilon,V)\,\varepsilon_{ij}\,ds .$$

This holds at each cell size. Expand the dipole as $P_{ij}(s\varepsilon)=P_{ij}+s\,\alpha_{ijkl}\varepsilon_{kl}+O(\varepsilon^2)$. The integral of $1$ is $1$ and that of $s$ is $1/2$, so

$$E_f(\varepsilon,V)-E_f(0,V)=-P_{ij}\varepsilon_{ij}-\tfrac12\varepsilon_{ij}\alpha_{ijkl}\varepsilon_{kl}+O(\varepsilon^3).$$

It remains to show that $P$ does not shrink as $V$ grows.

## Why the dipole is not diluted

Take a harmonic host and let the defect exert forces $\mathbf f_i$ on the atoms near it. Changes of the force constants are neglected here; they modify the value of $P$ and contribute to $\alpha$. Measure $\mathbf R_i$ from the defect, and let the forces have a range shorter than half the cell. Their sum is zero by translational invariance.

The displacement of atom $i$ from its unstrained site is $\varepsilon\mathbf R_i+\mathbf u_i$. The energy of the defect cell, relative to the unstrained bulk cell, is therefore

$$\mathcal E_{\rm def}=E_0+\tfrac12V\varepsilon C^0\varepsilon+u\Lambda\varepsilon+\tfrac12u\Phi u-\sum_i\mathbf f_i\cdot(\varepsilon\mathbf R_i+\mathbf u_i).$$

$E_0$ is the energy cost before any displacement, $C^0$ the elastic tensor without internal relaxation, and $\Phi$ the force-constant matrix. The term $u\Lambda\varepsilon$ allows the sublattices of a crystal such as silicon to shift against each other under shear.

Setting the derivative with respect to $u$ to zero gives $\Phi u=f-\Lambda\varepsilon$. Let $G$ be the inverse of $\Phi$ with rigid translations excluded. Then $u=G(f-\Lambda\varepsilon)$, and the terms containing $u$ sum to

$$-\tfrac12(f-\Lambda\varepsilon)G(f-\Lambda\varepsilon)=-\tfrac12fGf+fG\Lambda\varepsilon-\tfrac12(\Lambda\varepsilon)G(\Lambda\varepsilon).$$

The bulk cell is the case $E_0=0$, $f=0$. Its displacement is $u^b=-G\Lambda\varepsilon$, and its energy is $\frac12V\varepsilon C^0\varepsilon-\frac12(\Lambda\varepsilon)G(\Lambda\varepsilon)$. Subtraction removes both of these terms, including the one proportional to $V$:

$$E_{\rm def}-E_{\rm bulk}=E_0-\tfrac12fGf-\sum_i\mathbf f_i\cdot(\varepsilon\mathbf R_i+\mathbf u_i^b).$$

The last sum is $P_{ij}\varepsilon_{ij}$. It contains forces near the defect, distances from the defect, and the bulk sublattice shift, which is the same in every primitive cell. None of these depends on $V$. Adding distant host atoms adds no terms to the sum.

The cell size enters through $-\frac12fGf$, because $G$ describes the response of a periodic crystal. That term does not contain the strain. In this harmonic model, the image error is thus the same at the right and the wrong lattice constant, and the strain shift is the same in small and large cells. With changed force constants or anharmonic terms, images can change $P$ slightly, since they strain the surroundings of the defect by an amount that falls as $1/V$.

## What enlarging the cell does remove

The size dependence of $-\frac12fGf$ can be estimated in an elastically isotropic continuum. Let $P_{ij}=\bar P\delta_{ij}$ and let $\theta=\nabla\cdot\mathbf u$ be the local dilatation, with Fourier components $\theta_k$. The displacement is longitudinal, so the stiffness is $C_{11}$. Each allowed wavevector contributes

$$\tfrac12C_{11}V\theta_k^2-\bar P\theta_k .$$

The minimum is at $\theta_k=\bar P/(C_{11}V)$, where the contribution is $-\bar P^2/(2C_{11}V)$. A cell with $N_c$ primitive cells of volume $\Omega_c=V/N_c$ has $N_c$ wavevectors. The one at $k=0$ is missing, because it would change the cell shape or volume, which is fixed. The total is

$$-(N_c-1)\frac{\bar P^2}{2C_{11}V}=-\frac{\bar P^2}{2C_{11}\Omega_c}+\frac{\bar P^2}{2C_{11}V}.$$

The first term is a size-independent relaxation energy, only crudely described by a continuum. The second is the image error. It is positive and vanishes as $1/V$.

If the cell may change its volume, a uniform mode is restored, but its stiffness is $K$ instead of the $C_{11}$ used in the sum above. For $\varepsilon_{ij}=e\,\delta_{ij}$ in a cubic host of bulk modulus $K$, the bulk strain energy is $\frac12KV(3e)^2=\frac92KVe^2$. Neglecting the small change of stiffness caused by the defect, the part of the energy that depends on $e$ is

$$\tfrac92KVe^2-e\,{\rm tr}P .$$

Its derivative vanishes at

$$e^*=\frac{{\rm tr}P}{9KV}.$$

The volume change is $\Delta V=3e^*V={\rm tr}P/(3K)$, and the energy gained is $({\rm tr}P)^2/(18KV)$. With ${\rm tr}P=3\bar P$ the gain is $\bar P^2/(2KV)$. Because $K$ is smaller than $C_{11}$, this exceeds the image error, so relaxing the volume overcorrects that error instead of removing it. The strain and the gain vanish in a large cell, while $\Delta V$, the relaxation volume, remains.

This gives the persistent shift a simple reading. A host held at strain $e$ is under the pressure $p=-3Ke$, to first order. Hence

$$-e\,{\rm tr}P=-e\,(3K\Delta V)=p\,\Delta V .$$

The defect must make room for itself against the pressure of the host. That pressure is the same in every cell built with the wrong lattice constant.

## Germanium in silicon

The example uses the Stillinger-Weber potential, a classical model with pair and three-body terms. For Si–Ge bonds, energy parameters are combined by geometric means and lengths by arithmetic means. The model has no electrons, so its energies are not a reference for experiment. The atoms are relaxed at fixed cell, and the chemical potentials are the energies per atom of the model's own Si and Ge crystals, −4.3366 and −3.8600 eV.

The equilibrium lattice constant is 5.4309 Å, or 0.54309 nm. The wrong one is 5.3929 Å, so $e=-0.007$. The solution energies are:

| Atoms | At $a_0$ (eV) | At wrong $a$ (eV) | Shift (eV) |
|---:|---:|---:|---:|
| 64 | 0.027909 | 0.060068 | 0.032159 |
| 216 | 0.027154 | 0.059317 | 0.032164 |
| 1728 | 0.026929 | 0.059094 | 0.032165 |

The small digits matter for comparing cells within the model; they say nothing about its accuracy for real silicon.

Down each energy column the value falls by about 0.001 eV. Across each row it jumps by 0.032 eV. Assuming a $1/V$ law for the two largest cells, 1000 and 1728 atoms, extrapolation gives 0.02690 eV at the correct lattice constant. The image error left at 1728 atoms is then 0.00003 eV, about a thousandth of the strain error. The strain error itself is 120 % of the correct solution energy.

The dipole predicts this without a strained energy calculation. In the 1728-atom cell at $a_0$, the virial gives ${\rm tr}P=4.5814$ eV, or $\bar P=1.527$ eV (0.0561 hartree) for each diagonal element. The first-order shift is

$$-e\,{\rm tr}P=0.007\times4.5814\ {\rm eV}=0.03207\ {\rm eV}.$$

For isotropic strain, let $\alpha=d({\rm tr}P)/de$, which is −3.87 eV here. The second-order term is

$$-\tfrac12\alpha e^2=\tfrac12\times3.87\times(0.007)^2\ {\rm eV}=0.00009\ {\rm eV}.$$

The sum is 0.03216 eV, against an extrapolated shift of 0.03217 eV. The trace of $P$ itself changes only from 4.5805 eV at 64 atoms to 4.5814 eV at 1728.

The pressure reading agrees. With $K=0.633$ eV/Å$^3$ (101 GPa), the host pressure is $0.021K=0.0133$ eV/Å$^3$, or 2.1 GPa. The relaxation volume is $4.581/(3\times0.633)=2.41$ Å$^3$. Their product is 0.032 eV. Relaxing the 216-atom cell to zero pressure gives the same 2.41 Å$^3$ directly.

The real size error roughly follows the derived power law. The energy step from 512 to 1000 atoms is 2.36 times that from 1000 to 1728; a $1/V$ law requires 2.26, whereas an inverse-square law in the cell edge would require 1.84. Higher-order terms may account for the remaining difference, but this was not separated out. The isotropic coefficient is only an estimate: with the model's $C_{11}=151$ GPa, $\bar P^2/(2C_{11}V)$ is 0.000036 eV at 1728 atoms, about a quarter above the value found. The host is elastically anisotropic, and the same sum done with its three cubic elastic constants gives 0.000027 eV.

## The tensor matters

For an isotropic strain only the trace of $P$ enters. A shear strain tests the rest. Two neighbouring Ge atoms along $[111]$ in a 216-atom cell have $P_{xx}=3.031$ eV and, by symmetry, equal off-diagonal elements $P_{xy}=0.0129$ eV. This small element still depends on cell size: it is 0.0136 eV at 64 atoms and 0.0128 eV at 512. Apply a strain with zero diagonal and all off-diagonal elements equal to $\gamma=5\times10^{-4}$. There are six such elements in the contraction, so

$$-P_{ij}\varepsilon_{ij}=-6\gamma P_{xy}=-3.87\times10^{-5}\ {\rm eV}.$$

Half the energy difference between $+\gamma$ and $-\gamma$, which cancels the quadratic term, is also $-3.87\times10^{-5}$ eV. A rule based on relaxation volume alone would give zero.

The contraction also shows when the linear error disappears: $P_{ij}\varepsilon_{ij}=0$. A defect with a traceless dipole has no first-order shift under isotropic strain, and the quadratic term then leads. For an energy difference between two configurations $A$ and $B$ of one defect, subtraction leaves $-(P^B_{ij}-P^A_{ij})\varepsilon_{ij}$. The same holds for a migration barrier, with $B$ the saddle point, since the derivation of the virial needs zero forces but not a minimum. Such differences can be less sensitive to the lattice constant, if the two dipoles are similar.

## A neighbouring mistake

The cancellation of the host strain energy requires a bulk reference at the same strain. If the defect cell is strained and the bulk cell is not, an additional error near $\frac92KVe^2$ remains. In the example it is 0.18 eV at 64 atoms and 4.90 eV at 1728. Enlarging the cell makes this mistake worse.

The chemical potential needs a smaller caution. Taking $\mu_{\rm Si}$ from the strained bulk raises it by 0.0028 eV, and the solution energy by the same amount, since one Si atom is removed. This change is of second order in $e$, because the bulk energy is stationary at $a_0$.

## What to do instead

The direct cure is to determine $a_0$ with the same energy model and numerical settings as the defect calculation, and to build both cells with it.

If a large strained calculation already exists, it can be repaired. Replacing the path integral by the mean of its end values gives

$$E_f(0)\approx E_f(\varepsilon)+\tfrac12\left[P_{ij}(0)+P_{ij}(\varepsilon)\right]\varepsilon_{ij},$$

with an error of third order in strain. Here $P(0)$ should come from a small cell, since relaxing the large cell at $a_0$ would already give the wanted energy. This adds an error of first order in strain, half the difference between the small-cell and large-cell dipoles times the strain, about 0.000003 eV in the example. For 1728 atoms, ${\rm tr}P$ at the wrong lattice constant is 4.6088 eV; the 64-atom cell at $a_0$ gives 4.5805 eV. The correction is $-0.007\times\tfrac12(4.5805+4.6088)=-0.03216$ eV, and the repaired energy is 0.02693 eV, as found directly at $a_0$.

Because the shift hardly depends on size here, it can also be computed in a small cell. Subtracting the 64-atom shift from the strained 1728-atom energy gives $0.059094-0.032159=0.026935$ eV, within 0.00001 eV of the direct result. This shortcut requires that the small cell already holds the same defect configuration with a converged dipole.

When $P(\varepsilon)$ is taken from stress, the division by $1+e$ must be kept and the bulk contribution subtracted. In the strained 1728-atom cell the host alone contributes about $9KV|e|\approx1400$ eV to the trace of the virial, compared with 4.6 eV from the defect.

## Bearing on real silicon

A mismatch of 0.7 % is roughly what arises when the measured silicon lattice constant, about 5.43 Å, is used with a gradient-corrected functional that prefers a larger one. The model's bulk modulus is close to the rough real value of 100 GPa. Linear interpolation between rough lattice constants of 5.43 Å for Si and 5.66 Å for Ge gives a relaxation volume near 2.5 Å$^3$ per Ge atom, so the model's 2.4 Å$^3$ is reasonable. At fixed strain and bulk modulus the first-order shift scales with this volume. The interpolation is only a rough guide: measured Si–Ge lattice constants fall below the straight line, and their slope at low Ge content, about 0.20 Å instead of 0.23 Å, gives about 2.2 Å$^3$, some 8 % below the model value.

At 1000 K, a rough processing temperature, $k_BT=0.0862$ eV. For dilute Ge at fixed chemical potentials, the false shift multiplies the equilibrium occupation by $\exp(-0.0322/0.0862)=0.69$. Dilution requires a Ge chemical potential well below that of the Ge crystal; with the pure-crystal reservoirs of the example the solution energy is smaller than $k_BT$ and Ge would not be dilute. The static treatment omits vibrations; their classical contribution to the shift, from a 64-atom cell, is 0.0008 eV. It also omits thermal expansion. With a rough coefficient of $4\times10^{-6}$ per kelvin over 700 K, the host stretches by 0.28 %, which changes the static defect energy by −0.013 eV. This is 40 % of the shift in size and opposite in sign, but it is a physical effect to be added deliberately, not a reason to keep a wrong lattice constant. The estimate counts the stretch from room temperature, whereas $a_0$ is the minimum of the static energy. Counted from there, the model's own classical quasi-harmonic expansion at 1000 K is about 0.4 %, or about −0.018 eV.

The same distinction applies to a strained device layer. There $-P_{ij}\varepsilon_{ij}$ belongs in the answer, with the layer's actual strain. For charged defects the band edges, and with them the electron reservoir, also move with strain, so the dipole term alone is not enough. Concentrated alloys break the assumption of an isolated defect, and a strain large enough to switch the defect to another configuration breaks the expansion. The full set of computed values is in the numerical output.

## Numbers as computed

```
equilibrium lattice constant a0 = 5.4309 A
wrong lattice constant = 5.3929 A
host strain e = -0.70 %
Si chemical potential = -4.3366 eV
Ge chemical potential = -3.8600 eV
bulk modulus = 0.6330 eV/A^3 = 101.4 GPa
atoms; solution energy at a0, at wrong a; shift (eV)
     64  0.027909  0.060068  0.032159
    216  0.027154  0.059317  0.032164
    512  0.027000  0.059164  0.032164
   1000  0.026950  0.059115  0.032165
   1728  0.026929  0.059094  0.032165
  extrapolated  0.026900  0.059066  0.032166
image error left at 1728 atoms = 2.88e-05 eV
size-step ratio: found 2.364, 1/V law 2.262
atoms; trace of P at a0 (eV)
     64  4.5805
    216  4.5811
    512  4.5813
   1000  4.5813
   1728  4.5814
one diagonal element of P, 1728 atoms = 1.5271 eV
same element = 0.05612 hartree
trace of P at wrong a, 1728 atoms = 4.6088 eV
alpha = -3.87 eV
first-order shift -P:strain = 0.032070 eV
second-order term = 0.000095 eV
sum of both orders = 0.032164 eV
216 atoms, path integral of P = 0.032164 eV
repaired energy, 1728 atoms = 0.026929 eV
zero-pressure strain, 216 atoms = 1.860e-04
relaxation volume, direct = 2.4136 A^3
relaxation volume, tr P/(3K) = 2.4123 A^3
cell relaxation gain, direct = 4.259e-04 eV
cell relaxation gain, formula = 4.258e-04 eV
unequal references, 64 atoms: error 0.1813 eV
unequal references, 1728 atoms: error 4.8955 eV
strained Si chemical potential: change 0.00283 eV
Ge pair: P_xx = 3.0314 eV, P_xy = 0.0129 eV
Ge pair: each shear component = 5.0e-04
Ge pair: odd shift, energies = -3.8727e-05 eV
Ge pair: odd shift, -P:strain = -3.8746e-05 eV
temperature = 1000 K, kT = 0.08617 eV
occupation factor exp(-shift/kT) = 0.688
vibrational part of shift, 64 atoms = 0.00080 eV
rough expansion 4e-06 /K over 700 K
thermal-expansion effect = -0.01283 eV
```
